# Zone-centre sampling error and bandwidth of a defect band in supercells: a program that tests the result

```python
# Result under test: for one s-like defect orbital per simple cubic supercell
# with nearest-neighbour hopping t, the zone-centre (Gamma) eigenvalue minus
# the zone average is 6t = sign(t)*W/2, where W = 12|t| is the full bandwidth.
# L: supercell edge; kappa: decay constant of the isolated defect orbital;
# u = kappa*L; t2: second-neighbour hopping; e0: on-site energy.
# A lattice of zero-range defects supplies t and sizes the neglected effects.
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq


def cluster_spectrum(e0, t, t2=0.0, n=6):
    """Diagonalize a periodic n*n*n cluster; return levels and Gamma energy."""
    sites = np.arange(n**3).reshape(n, n, n)
    h = e0 * np.eye(n**3)
    for step in itertools.product((-1, 0, 1), repeat=3):
        order = sum(abs(s) for s in step)
        if order in (1, 2):
            there = np.roll(sites, step, axis=(0, 1, 2))
            h[sites.ravel(), there.ravel()] += t if order == 1 else t2
    uniform = np.ones(n**3) / n**1.5
    gamma = uniform @ h @ uniform
    assert np.allclose(h @ uniform, gamma * uniform)
    return np.linalg.eigvalsh(h), gamma


# Band centre, width and Gamma error from diagonalization, both signs of t
for hop in (-0.02, 0.02):
    levels, gamma = cluster_spectrum(-0.3, hop)
    width = levels[-1] - levels[0]
    assert abs(levels.mean() + 0.3) < 1e-12
    assert abs(width - 12 * abs(hop)) < 1e-12
    assert abs(gamma - levels.mean() - np.sign(hop) * width / 2) < 1e-12
    phases = 2 * np.pi * np.arange(6) / 6
    cosines = [sum(np.cos(k)) for k in itertools.product(phases, repeat=3)]
    assert np.allclose(levels, np.sort(-0.3 + 2 * hop * np.array(cosines)))

# Second neighbours: width unchanged below t2/t = 1/4, changed above it
for ratio in (0.1, 0.2, 0.3):
    levels, gamma = cluster_spectrum(0.0, -1.0, -ratio)
    width = levels[-1] - levels[0]
    expected = 12.0 if ratio < 0.25 else 8 + 16 * ratio
    assert abs(width - expected) < 1e-10
    assert abs(gamma - levels.mean() + 6 + 12 * ratio) < 1e-10

# Meshes that remove the error, from explicit sums over six neighbours
neighbours = np.vstack([np.eye(3), -np.eye(3)])


def bloch_sum(k):
    return np.exp(1j * neighbours @ np.array(k)).sum().real


mesh2 = list(itertools.product((0, np.pi), repeat=3))
assert abs(np.mean([bloch_sum(k) for k in mesh2])) < 1e-12
assert abs(bloch_sum([np.pi / 2] * 3)) < 1e-12

# Zero-range defects on the superlattice, lengths in units of L
images = np.array([r for r in itertools.product(range(-8, 9), repeat=3)
                   if any(r)], dtype=float)
distance = np.linalg.norm(images, axis=1)


def solve_u(u0, k):
    """Dimensionless decay constant of the Bloch state at k*L."""
    weight = np.cos(images @ np.array(k)) / distance

    def mismatch(u):
        return u - u0 - weight @ np.exp(-u * distance)
    return brentq(mismatch, 0.1 * u0, 4 * u0, xtol=1e-14)


def full_band(u0, n=8):
    """Energies -u^2, in units of hbar^2/(2 m L^2), on an n*n*n mesh."""
    ks = 2 * np.pi * np.arange(n) / n
    e = [-solve_u(u0, k)**2 for k in itertools.product(ks, repeat=3)]
    return np.array(e).reshape(n, n, n)


# First-order hopping against the Fourier coefficient of the full band
u_test = 8.0
band = full_band(u_test, 4)
coefficient = (np.fft.fftn(band) / band.size)[1, 0, 0].real
assert abs(coefficient / (-2 * u_test * np.exp(-u_test)) - 1) < 5e-3

# Gamma error tends to half the width for well separated defects
band = full_band(14.0, 4)
far_ratio = (band.mean() - band[0, 0, 0]) / np.ptp(band)
assert abs(far_ratio - 0.5) < 0.005

# Example inputs (rough values for a deep double donor in silicon)
binding, a_si = 0.30, 0.543            # eV, nm
m_long, m_trans = 0.92, 0.19           # electron masses
eps_r, valley_fraction = 11.7, 0.85    # valley position in units of 2 pi/a
m_d = (m_long * m_trans**2)**(1 / 3)
hb2 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18     # eV nm^2
kappa = np.sqrt(m_d * binding / hb2)              # 1/nm
L = 3 * a_si


def hopping(r):
    return -2 * hb2 / m_d * kappa * np.exp(-kappa * r) / r


t = hopping(L)
t2 = hopping(np.sqrt(2) * L)
levels, gamma = cluster_spectrum(-binding, t)
W = levels[-1] - levels[0]
gamma_error = gamma - levels.mean()
filled_error = 2 * gamma_error


def plane_wave_u(u0, sigma):
    """Gamma state of a contact defect, softened by a Gaussian of width sigma."""
    nmax = int(6 / (2 * np.pi * sigma)) + 1
    size = nmax**2 + 1
    count = np.zeros(size)
    count[0] = 1
    for _ in range(3):
        new = count.copy()
        for j in range(1, nmax + 1):
            new[j * j:] += 2 * count[:size - j * j]
        count = new
    g2 = (2 * np.pi)**2 * np.arange(size)
    weight = count * np.exp(-sigma**2 * g2)
    isolated = quad(lambda q: q**2 * np.exp(-(sigma * q)**2) / (q**2 + u0**2),
                    0, 6.5 / sigma, limit=400, epsrel=1e-11)[0] / (2 * np.pi**2)
    return brentq(lambda u: np.sum(weight / (g2 + u**2)) - isolated,
                  u0, 4 * u0)


u_pw = 2 * plane_wave_u(kappa * L, 0.005) - plane_wave_u(kappa * L, 0.01)
u_gamma = solve_u(kappa * L, [0, 0, 0])
# leftover of the extrapolation in sigma is of second order, below 0.2 %
assert abs(u_pw / u_gamma - 1) < 2e-3

# Distant images to first order, isotropic and six-valley hopping
mesh = 2 * np.pi * np.arange(8) / 8
kpoints = np.array(list(itertools.product(mesh, repeat=3)))
phase_table = np.cos(kpoints @ images.T)


def valley_tail(r, axis):
    mass = np.full(3, m_trans)
    mass[axis] = m_long
    rho = np.sqrt(np.sum(np.asarray(r)**2 * mass / m_d, axis=-1))
    return np.exp(-kappa * rho) / rho


def valley_hopping(r):
    k0 = valley_fraction * 2 * np.pi / a_si
    mean = sum(np.cos(k0 * r[..., i]) * valley_tail(r, i)
               for i in range(3)) / 3
    return -2 * hb2 / m_d * kappa * mean


# The valley tail must solve the anisotropic wave equation outside the defect
point, h = np.array([0.7, 0.5, 0.9]), 1e-3
lap = 0.0
for i, mass in enumerate((m_long, m_trans, m_trans)):
    d = h * np.eye(3)[i]
    second = (valley_tail(point + d, 0) + valley_tail(point - d, 0)
              - 2 * valley_tail(point, 0)) / h**2
    lap += m_d / mass * second
assert abs(lap / (kappa**2 * valley_tail(point, 0)) - 1) < 1e-4

iso_band = phase_table @ hopping(L * distance)
val_band = phase_table @ valley_hopping(L * images)
t_val = valley_hopping(L * np.array([1.0, 0, 0]))
t2_val = valley_hopping(L * np.array([1.0, 1.0, 0]))

# Coulomb tail of a singly charged core: change of density at the midpoint
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9        # eV nm
nu = coulomb * m_d / (2 * hb2 * kappa * eps_r)


def radial(z):
    return z * mp.exp(-z / 2) * mp.hyperu(1 - nu, 2, z)


z0, dz = mp.mpf(2), mp.mpf('0.001')
curvature = (radial(z0 + dz) + radial(z0 - dz) - 2 * radial(z0)) / dz**2
assert abs(curvature / ((0.25 - nu / z0) * radial(z0)) - 1) < 1e-4
norm = mp.quad(lambda z: radial(z)**2, [1e-6, 0.1, 1, 5, 15, 50])
z_mid = kappa * L
density_factor = float(radial(z_mid)**2 / norm / mp.exp(-z_mid))

print(f"binding energy (rough input) = {binding:.2f} eV")
print(f"silicon lattice constant (rough input) = {a_si:.3f} nm")
print(f"longitudinal, transverse mass = {m_long:.2f}, {m_trans:.2f} m_e")
print(f"mean mass m_d = {m_d:.3f} m_e")
print(f"relative permittivity (rough input) = {eps_r:.1f}")
print(f"valley position (rough input) = {valley_fraction:.2f} x 2pi/a")
print(f"hbar^2/(2 m_e) = {hb2:.5f} eV nm^2")
print(f"decay constant kappa = {kappa:.3f} 1/nm")
print(f"decay length 1/kappa = {1/kappa:.3f} nm")
print(f"216-atom cell edge L = {L:.3f} nm")
print(f"kappa L = {kappa*L:.3f}")
print(f"nearest-neighbour hopping t = {t:.5f} eV")
print(f"full bandwidth W = {W:.4f} eV")
print(f"Gamma sampling error = {gamma_error:.4f} eV"
      f" = {1000*gamma_error:.1f} meV")
print(f"Gamma level, zone average = {gamma:.4f}, {levels.mean():.4f} eV")
print(f"band-energy error, two electrons = {filled_error:.4f} eV per cell")
print(f"second-neighbour hopping t2 = {t2:.5f} eV")
print(f"t2/t = {t2/t:.3f}")
print(f"second-neighbour part of Gamma error 12 t2 = {12*t2:.4f} eV")
print(f"all images, first order: Gamma error = {iso_band[0]:.4f} eV")
print(f"all images, first order: width = {np.ptp(iso_band):.4f} eV")
print(f"all images, first order: |error|/width = "
      f"{-iso_band[0]/np.ptp(iso_band):.3f}")
print("full zero-range lattice (energies in eV):")
for cells in (3, 4, 5):
    edge = cells * a_si
    e = hb2 / (m_d * edge**2) * full_band(kappa * edge)
    err = e[0, 0, 0] - e.mean()
    print(f" {8*cells**3} atoms: L = {edge:.3f} nm, kappa L = {kappa*edge:.2f}")
    print(f"  nearest-neighbour rule W/2 = {6*abs(hopping(edge)):.4f} eV")
    print(f"  Gamma minus zone average = {err:.4f} eV")
    print(f"  width = {np.ptp(e):.4f} eV, |error|/width = "
          f"{abs(err)/np.ptp(e):.3f}")
    print(f"  zone average minus isolated level = {e.mean()+binding:.4f} eV")
    print(f"  2x2x2 mesh minus zone average = "
          f"{e[::4, ::4, ::4].mean()-e.mean():.5f} eV")
    print(f"  quarter point minus zone average = "
          f"{e[2, 2, 2]-e.mean():.5f} eV")
print(f"|error|/width at kappa L = 14: {far_ratio:.4f}")
print(f"six-valley hopping t, t2 = {t_val:.5f}, {t2_val:.5f} eV")
print(f"six-valley t / isotropic t = {t_val/t:.3f}")
print(f"six-valley, all images: Gamma error = {val_band[0]:.4f} eV")
print(f"six-valley, all images: width = {np.ptp(val_band):.4f} eV")
print(f"six-valley, all images: |error|/width = "
      f"{abs(val_band[0])/np.ptp(val_band):.3f}")
print(f"Coulomb parameter nu = {nu:.3f}")
print(f"midpoint density factor from Coulomb tail = {density_factor:.3f}")
print("checks complete")
```

Running it gives:

```
binding energy (rough input) = 0.30 eV
silicon lattice constant (rough input) = 0.543 nm
longitudinal, transverse mass = 0.92, 0.19 m_e
mean mass m_d = 0.321 m_e
relative permittivity (rough input) = 11.7
valley position (rough input) = 0.85 x 2pi/a
hbar^2/(2 m_e) = 0.03810 eV nm^2
decay constant kappa = 1.591 1/nm
decay length 1/kappa = 0.629 nm
216-atom cell edge L = 1.629 nm
kappa L = 2.592
nearest-neighbour hopping t = -0.01734 eV
full bandwidth W = 0.2081 eV
Gamma sampling error = -0.1040 eV = -104.0 meV
Gamma level, zone average = -0.4040, -0.3000 eV
band-energy error, two electrons = -0.2081 eV per cell
second-neighbour hopping t2 = -0.00419 eV
t2/t = 0.242
second-neighbour part of Gamma error 12 t2 = -0.0503 eV
all images, first order: Gamma error = -0.1848 eV
all images, first order: width = 0.2503 eV
all images, first order: |error|/width = 0.738
full zero-range lattice (energies in eV):
 216 atoms: L = 1.629 nm, kappa L = 2.59
  nearest-neighbour rule W/2 = 0.1040 eV
  Gamma minus zone average = -0.1198 eV
  width = 0.1963 eV, |error|/width = 0.610
  zone average minus isolated level = 0.0060 eV
  2x2x2 mesh minus zone average = 0.00281 eV
  quarter point minus zone average = -0.00262 eV
 512 atoms: L = 2.172 nm, kappa L = 3.46
  nearest-neighbour rule W/2 = 0.0329 eV
  Gamma minus zone average = -0.0393 eV
  width = 0.0650 eV, |error|/width = 0.605
  zone average minus isolated level = 0.0009 eV
  2x2x2 mesh minus zone average = 0.00044 eV
  quarter point minus zone average = -0.00040 eV
 1000 atoms: L = 2.715 nm, kappa L = 4.32
  nearest-neighbour rule W/2 = 0.0111 eV
  Gamma minus zone average = -0.0132 eV
  width = 0.0223 eV, |error|/width = 0.589
  zone average minus isolated level = 0.0001 eV
  2x2x2 mesh minus zone average = 0.00007 eV
  quarter point minus zone average = -0.00006 eV
|error|/width at kappa L = 14: 0.5021
six-valley hopping t, t2 = -0.02683, -0.00360 eV
six-valley t / isotropic t = 1.547
six-valley, all images: Gamma error = -0.2215 eV
six-valley, all images: width = 0.3346 eV
six-valley, all images: |error|/width = 0.662
Coulomb parameter nu = 0.326
midpoint density factor from Coulomb tail = 1.680
checks complete
```
